# Minimum-Image Distances and the Sampling Radius in Skewed Defect Supercells

## What goes wrong

A finite-size correction for a charged defect can contain a potential alignment. At each atomic site one takes the change in electrostatic potential caused by the defect, subtracts the potential of a periodic point-charge model, and averages the remainder over sites far from the defect. The setting discussed here is the radius $R$ beyond which a site counts as far. One choice is the radius of the largest sphere, centred on the defect, that fits in the Wigner-Seitz cell of the supercell.

Using it requires the distance from each site to the nearest periodic image of the defect. A tempting shortcut is to subtract the nearest integer from each fractional coordinate and take the length of the resulting vector. In a skewed supercell this can fail badly. In the 216-site example below, a cation 0.364 nm from the defect is assigned a distance of 1.091 nm. The sphere has a radius of 0.630 nm, so a third-shell neighbour enters the average as a far site. Forty sites suffer this fate.

Lengths are in nm and potentials in mV, which suit supercells better than atomic units.

## Definitions

Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be the supercell vectors, and define dual vectors by $\mathbf a_i\cdot\mathbf b_j=\delta_{ij}$, without a factor $2\pi$. Let $\mathbf r$ be the site position minus the defect position. Then

$$\mathbf r=\sum_i f_i\mathbf a_i,\qquad f_i=\mathbf r\cdot\mathbf b_i .$$

The vector $\mathbf b_i$ is perpendicular to the cell face spanned by the other two vectors. The distance between that face and its opposite is the component of $\mathbf a_i$ along $\mathbf b_i$:

$$h_i=\frac{\mathbf a_i\cdot\mathbf b_i}{|\mathbf b_i|}=\frac1{|\mathbf b_i|}.$$

These heights, rather than the edge lengths, set the ranges of the searches below. In a strongly skewed cell some heights are much smaller than the corresponding edges.

The minimum-image distance is

$$d=\min_{\mathbf n}\Big|\mathbf r+\sum_i n_i\mathbf a_i\Big|,\qquad n_i\ \text{integer}.$$

Rounding replaces $f_i$ by $f^0_i\in[-\tfrac12,\tfrac12)$ and gives $\mathbf v_0=\sum_i f^0_i\mathbf a_i$ with length $d_0$. Since $\mathbf v_0$ is one of the images, $d_0\ge d$.

For perpendicular cell vectors the squared length is $\sum_i(f_i+n_i)^2|\mathbf a_i|^2$. Each term can be minimised separately, so rounding gives $d_0=d$. In an oblique cell there are also cross terms $2(f_i+n_i)(f_j+n_j)\,\mathbf a_i\cdot\mathbf a_j$, and a larger fractional coordinate can give a shorter vector.

## A finite search that cannot miss the nearest image

Suppose $\mathbf v=\mathbf v_0+\sum_i n_i\mathbf a_i$ is no longer than $\mathbf v_0$. Its fractional coordinates are $f_i^0+n_i=\mathbf v\cdot\mathbf b_i$. The Cauchy-Schwarz inequality gives

$$|f_i^0+n_i|\le|\mathbf v|\,|\mathbf b_i|\le\frac{d_0}{h_i},$$

and therefore

$$-f_i^0-\frac{d_0}{h_i}\le n_i\le -f_i^0+\frac{d_0}{h_i}.$$

The nearest image satisfies this condition because its length is at most $d_0$. Testing every integer triple in these ranges thus finds it, whatever the skew. Rounding remains useful as the supplier of the starting bound $d_0$.

An interval of length $2d_0/h_i$ contains at most $2d_0/h_i+1$ integers, so the number of candidates is at most $\prod_i(2d_0/h_i+1)$. Small heights make the search longer, but not less reliable.

## The inscribed radius

A point $\mathbf x$ belongs to the Wigner-Seitz cell of the defect if it is no closer to any other image $\mathbf g$ than to the origin. Squaring $|\mathbf x|\le|\mathbf x-\mathbf g|$ and cancelling $|\mathbf x|^2$ gives

$$\mathbf x\cdot\mathbf g\le\tfrac12|\mathbf g|^2\qquad\text{for every lattice vector }\mathbf g\ne0.$$

On a sphere of radius $\rho$ the largest value of $\mathbf x\cdot\mathbf g$ is $\rho|\mathbf g|$. The sphere fits if $\rho\le|\mathbf g|/2$ for every $\mathbf g$, so

$$R=\frac{\lambda}{2},\qquad \lambda=\min_{\mathbf g\ne0}|\mathbf g| .$$

The shortest lattice vector need not be a cell edge. To find it, let $L$ be the shortest edge length. Any lattice vector $\mathbf g=\sum_i n_i\mathbf a_i$ with $|\mathbf g|\le L$ obeys $|n_i|=|\mathbf g\cdot\mathbf b_i|\le L/h_i$, which is again a finite search.

## When rounding is safe

**The error has one direction.** Take an inside site, with nearest-image vector $\mathbf x$ and $|\mathbf x|<R$. For any other image, the triangle inequality gives

$$|\mathbf x+\mathbf g|\ge|\mathbf g|-|\mathbf x|>\lambda-R=R .$$

Every other image lies outside the sphere. If rounding selects the wrong image of an inside site, the site is counted as outside. An outside site can never be counted as inside, because $d_0\ge d$. Misclassification therefore adds near-defect sites to the far-field average and removes none that belong there.

**The criterion is $h_i\ge\lambda$ for all three heights.** If it holds, an inside point has

$$|f_i|\le\frac{|\mathbf x|}{h_i}<\frac{R}{h_i}\le\frac12,$$

so rounding leaves its nearest-image vector unchanged. If instead some $h_i<\lambda$, choose a point along $\mathbf b_i$ at a distance $t$ with $h_i/2<t<R$. Its coordinate is $f_i=t/h_i>\tfrac12$. Rounding changes the image, and the point is misclassified. The criterion is thus necessary and sufficient for correct classification throughout the open sphere. It does not guarantee correct distances for outside sites.

The first inequality also shows that no site closer than half the smallest height can be misclassified.

**The criterion is demanding.** Suppose it holds, and let $\mathbf g=\sum_i n_i\mathbf a_i$ be a shortest lattice vector. For each nonzero $n_i$,

$$1\le|n_i|=|\mathbf g\cdot\mathbf b_i|\le\frac{\lambda}{h_i}\le1 .$$

Every inequality must be an equality, so $\mathbf g$ is parallel to $\mathbf b_i$. The $\mathbf b_i$ are linearly independent, which leaves room for one nonzero $n_i$, equal to $\pm1$. Hence $\mathbf g=\pm\mathbf a_i$, and this edge is perpendicular to the other two. A cell whose shortest lattice vector is not such an edge fails the criterion, even if its basis has been reduced to short vectors.

## Worked example

The crystal has the rock-salt structure with lattice constant 0.42 nm. An anion vacancy of charge $+2$ sits at the origin of the supercell

$$\mathbf a_1=(1.26,0,0),\quad \mathbf a_2=(2.10,1.26,0),\quad \mathbf a_3=(2.10,2.10,1.26)\ \text{nm}.$$

The angles are 26.7°, 49.4° and 31.0°. The edges measure 1.260, 2.449 and 3.226 nm, but the heights are 0.563, 0.648 and 1.260 nm.

**Radius.** The shortest edge is $L=1.26$ nm, and $L/h_i=2.24,\,1.94,\,1.00$. It is enough to try $|n_1|\le2$, $|n_2|\le1$, $|n_3|\le1$. The shortest vector found has $\lambda=1.260$ nm, so $R=0.630$ nm (6.30 Å). As a test from the definition, the Wigner-Seitz boundary was located by bisection along 4000 directions. Its smallest distance from the defect was 0.6301 nm.

Two heights are smaller than $\lambda$, so rounding must fail somewhere in the sphere.

**Fractional coordinates.** Consider the cation listed at $(2.31,1.05,0.21)$ nm. The triangular form of the cell allows the coordinates to be found from the last to the first:

$$f_3=\frac{0.21}{1.26}=0.1667,$$

$$f_2=\frac{1.05-2.10\,f_3}{1.26}=0.5556,$$

$$f_1=\frac{2.31-2.10\,f_2-2.10\,f_3}{1.26}=0.6296 .$$

Rounding subtracts 1 from the first two and gives $(-0.3704,-0.4444,0.1667)$. The corresponding vector is $(-1.05,-0.21,0.21)$ nm, with $d_0=1.091$ nm.

**Search.** The bounds are $d_0/h_i=1.939,\,1.683,\,0.866$, so

$$-1.57\le n_1\le2.31,\quad -1.24\le n_2\le2.13,\quad -1.03\le n_3\le0.70 .$$

The integers allowed are $-1$ to 2, $-1$ to 2, and $-1$ to 0, which makes $4\times4\times2=32$ candidates. The best shift is $(1,0,0)$. Adding $\mathbf a_1$ to the rounded vector gives

$$\mathbf v=(0.21,-0.21,0.21)\ \text{nm},\qquad d=0.21\sqrt3=0.364\ \text{nm}\ (3.64\ \text{Å}).$$

The nearest image has $f_1=0.6296$. Rounding excluded it because that number exceeds one half, although the vector is short.

**All sites.** Of the 215 sites other than the defect, 92 lie inside the sphere, 29 on it and 94 beyond it. Sites on the sphere are counted as outside here. Rounding finds 52 inside, so $92-52=40$ are misclassified. Rounded distances are wrong for 124 sites in all. The search distances were tested against a direct enumeration of lattice points in a large Cartesian box and agreed for every site.

## Reduced bases and ordinary cells

The same lattice has the shorter basis $(1.26,0,0)$, $(-0.42,1.26,0)$, $(0.42,-0.42,1.26)$ nm. Its heights are 1.170, 1.195 and 1.260 nm. Two are still below $\lambda$, so the criterion still fails, but narrowly. For 40,000 random points distributed uniformly in the sphere, rounding misclassified 1.2 % in this basis and 47.1 % in the skewed one, with sampling errors of about 0.05 and 0.25 percentage points. In the reduced basis the failing region consists of four separate spherical caps of depth $\delta_i=R-h_i/2$, each holding a share $\delta_i^2(3R-\delta_i)/4R^3$ of the sphere, and their exact total is 1.14 %. No atomic site of the example falls in the small remaining region. Reduction cured the classification of this site list without making rounding safe for every position. It did not cure the distances: 29 sites on or beyond the sphere still receive a rounded distance that is too long.

An ordinary $5\times5\times5$ repetition of the rock-salt primitive cell, with 250 sites, shows that unusual skew is not required. Here $R=0.7425$ nm, so $\lambda=1.485$ nm, while all heights are 1.212 nm. Rounding misclassifies 24 sites. Eighteen of them are ties: their nearest image has a coordinate of magnitude one half, and the rounding convention picks the other sign. The remaining six fail under any tie rule.

## Is a search over 27 images enough?

A possible compromise is to try shifts of $-1$, 0 and 1 along each cell vector after rounding. In the skewed example it gives the correct distance for every site.

For classification this can be explained. An inside site has $|f_i|<R/h_i$ in its nearest image. If $R/h_i\le\tfrac32$, the required shift $n_i=f_i-f_i^0$ satisfies $|n_i|<2$, because $|f_i^0|\le\tfrac12$. It is therefore $-1$, 0 or 1. The example has $R/h_i=1.119,\,0.972,\,0.500$, within the limit. The correct distances of its outside sites are a result for this site list and do not follow from this argument.

With more skew the compromise can fail. In units of some length $\ell$, take the cell $(1,0,0)$, $(5,1,0)$, $(0,0,1)$. This is a simple cubic lattice with $R=0.5$. A site at $(0,0.45,0)$ has $f_2=0.45$ and $f_1=-5\times0.45=-2.25$. Rounding gives $f_1^0=-0.25$ and the vector $(2,0.45,0)$. The nearest image needs $n_1=-2$, which the 27-image search does not try. Its best candidate is $(1,0.45,0)$, of length 1.10, so an inside site is again counted as outside.

## What the error does to the alignment

The effect depends on how far the real defect potential departs from the point-charge model at the misclassified sites. A simple estimate replaces the defect charge $q$ by a Gaussian of standard deviation $\sigma$ in a uniform medium of dielectric constant $\varepsilon$. An isolated Gaussian has the potential of a point charge multiplied by $\mathrm{erf}(r/\sqrt2\sigma)$. Subtracting the point-charge potential leaves a short-range term with $\mathrm{erf}-1=-\mathrm{erfc}$.

In the periodic cell both potentials are given zero average, and their uniform compensating backgrounds cancel in the difference:

$$\Delta V(\mathbf r)=C-\frac{q}{4\pi\varepsilon_0\varepsilon}\sum_{\mathbf g}\frac{\mathrm{erfc}(|\mathbf r+\mathbf g|/\sqrt2\sigma)}{|\mathbf r+\mathbf g|}.$$

The constant $C$ makes the cell average vanish. Summing over images and integrating over one cell equals integrating one term over all space. With $s=\sqrt2\sigma$, integration by parts gives

$$\int_0^\infty r\,\mathrm{erfc}(r/s)\,dr=\frac{1}{\sqrt\pi\,s}\int_0^\infty r^2e^{-r^2/s^2}dr=\frac{s^2}{4}.$$

The boundary term vanishes at both ends. Multiplying by $4\pi$ gives $\pi s^2=2\pi\sigma^2$, and for cell volume $\Omega$

$$C=\frac{q}{4\pi\varepsilon_0\varepsilon}\,\frac{2\pi\sigma^2}{\Omega}=\frac{q\sigma^2}{2\varepsilon_0\varepsilon\Omega}.$$

Far sites sample this plateau. For positive $q$, near sites lie below it.

For $q=2e$, $\varepsilon=10$, $\sigma=0.20$ nm and $\Omega=2.000$ nm³, the plateau is 36.2 mV. At the misclassified cation the short-range term is $-54.6$ mV, so $\Delta V=-18.4$ mV, which even has the opposite sign. The average over the 123 true outside sites is 35.85 mV, slightly below $C$ because of the remaining tails. Rounding averages over $123+40=163$ sites and obtains 33.18 mV. The alignment is wrong by $-2.7$ mV, or 7 % of the correct average. Multiplied by the charge, this is an energy error of about 5 meV in magnitude.

With the cell and the dielectric constant held fixed, a compact charge of width 0.10 nm gives an error of only $-0.003$ mV. A correct-looking alignment is therefore no evidence that the distances are right.

## The model beside a real oxide

The lattice constant, the static and electronic dielectric constants of 10 and 3, and the Born charge of 2 are rough values for MgO. The skew of the cell was chosen to be strong. The Gaussian widths are round parameters, not computed vacancy charges, and a uniform dielectric ignores atomic-scale screening. If the ions are held fixed, the electronic constant applies. All potentials in the model then grow by $10/3$, and the error for the wider charge becomes $-8.9$ mV.

Relaxation also moves the sites. Let $\varepsilon_s$ and $\varepsilon_\infty$ be the static and electronic dielectric constants and $Z^*$ the Born charge in units of $e$. In a continuum estimate that neglects the periodic images, the field at distance $d$ is $E=q/(4\pi\varepsilon_0\varepsilon_s d^2)$, and the ionic polarization is $\varepsilon_0(\varepsilon_s-\varepsilon_\infty)E$. Setting this equal to $Z^*e\,u$ divided by the volume $a^3/4$ per ion pair gives the relative displacement of the two sublattices,

$$u=\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_s}\,\frac{q/e}{4\pi d^2}\,\frac{a^3}{4Z^*}.$$

It is about 0.008 nm at the misclassified cation, whose margin to the sphere is 0.266 nm. The continuum picture is crude so close to a vacancy, but the margin is over thirty times larger. At the sphere the same formula gives about 0.003 nm. The neglected images and their background reduce this: with the field of the periodic point-charge model, the radial displacement at the boundary sites lies between zero and 0.0016 nm. Any inward displacement, however small, would change the class of a site that lies exactly on the sphere. Here all 29 boundary sites are cations, and the field points outward at 28 of them and vanishes at the one midway between two images, so in this model they remain outside. The convention itself matters little: if all 29 boundary sites were counted as inside, with the potentials unchanged, the average would change by 0.14 mV. Uniform thermal expansion multiplies $d$ and $R$ by the same factor and changes no classification.

## Choosing and checking the setting

1. Compute the heights $h_i$ and the shortest lattice vector $\lambda$ by the bounded search. Set $R=\lambda/2$; half the shortest cell edge can be too large.
2. If all $h_i\ge\lambda$, rounding is sufficient to decide which sites lie strictly inside the sphere. It can still give too large a distance for a site exactly on the sphere. In a non-orthogonal cell, use the bounded search to identify such boundary sites and for all reported distances.
3. If any $h_i<\lambda$, use the bounded search for classification too. Reducing the basis first can shorten the search, but rounding is then guaranteed to classify every position inside the sphere correctly only if the new heights meet the criterion. A particular site list may still be classified correctly without that guarantee, as in the reduced basis above.
4. State whether sites on the sphere are included, and use a small numerical tolerance so that round-off does not decide. Repeat the average without them to see whether the choice matters.
5. Plot the potential difference against the minimum-image distance. If it has not levelled off beyond $R$, the defect charge may extend too far for this cell, the point-charge model may use an unsuitable dielectric constant, or relaxation may have shifted the site potentials. Correct distances cannot repair any of these.

The numerical output lists the remaining values for these cells.

## Computed results

```
lattice constant (rough MgO-like input): 0.42 nm
cell row a_1: 1.26 0.00 0.00 nm
cell row a_2: 2.10 1.26 0.00 nm
cell row a_3: 2.10 2.10 1.26 nm
cell lengths: 1.2600 2.4490 3.2261 nm
cell angles alpha, beta, gamma: 26.74 49.39 30.96 degrees
cell volume: 2.0004 nm^3; sites including defect: 216
cell heights h_1 h_2 h_3: 0.5628 0.6483 1.2600 nm
shortest lattice vector lam: 1.2600 nm
inscribed radius R: 0.6300 nm = 6.300 angstrom
R from bisected rays: 0.6301 nm
largest |f_i| in the sphere, R/h_i: 1.1194 0.9718 0.5000
chosen site is a cation: True
chosen site, position in cell: 2.31 1.05 0.21 nm
chosen site, fractional coordinates: 0.6296 0.5556 0.1667
after rounding, fractional coordinates: -0.3704 -0.4444 0.1667
after rounding, vector: -1.05 -0.21 0.21 nm
after rounding, distance d0: 1.0912 nm
search bounds d0/h_i: 1.9389 1.6833 0.8660
search range of n, low: [-1 -1 -1]; high: [2 2 0]
number of candidates: 32
best shift n: [1 0 0]
nearest image, fractional coordinates: 0.6296 -0.4444 0.1667
nearest image, vector: 0.21 -0.21 0.21 nm
true distance d: 0.3637 nm = 3.637 angstrom
sites truly inside / on / beyond sphere: 92 / 29 / 94
sites inside according to rounding: 52
misclassified sites: 40, of which only by a tie at 1/2: 0
sites with wrong rounded distance: 124
27-image search: wrong distances 0, misclassified 0
reduced row 1: 1.26 0.00 0.00 nm
reduced row 2: -0.42 1.26 0.00 nm
reduced row 3: 0.42 -0.42 1.26 nm
reduced basis heights: 1.1696 1.1953 1.2600 nm
reduced basis misclassified sites: 0
5x5x5 primitive cell: sites 250, R 0.7425 nm
5x5x5 primitive cell heights: 1.2124 1.2124 1.2124 nm
5x5x5 misclassified: 24, of which only by a tie: 18
cubic: all h_i >= lam True; sphere misclassified 0.0 %
oblique: all h_i >= lam True; sphere misclassified 0.0 %
fcc: all h_i >= lam False; sphere misclassified 14.5 %
reduced: all h_i >= lam False; sphere misclassified 1.2 %
skewed: all h_i >= lam False; sphere misclassified 47.1 %
model charge 2 e; dielectric constants 10 static, 3 electronic
Born charge (rough input): 2 e
plateau C, width 0.20 nm: 36.183 mV
potential difference at chosen site, width 0.20 nm: -18.421 mV
average over true outside sites, width 0.20 nm: 35.852 mV
average over rounded outside sites, width 0.20 nm: 33.179 mV
alignment error, width 0.20 nm: -2.67263 mV; times q: -5.34527 meV
alignment error, width 0.10 nm: -0.00328 mV; times q: -0.00655 meV
frozen-ion alignment error, width 0.20 nm: -8.909 mV
chosen site margin R - d: 0.2663 nm
ionic displacement at chosen site: 0.0078 nm
ionic displacement at R: 0.0026 nm
average change if on-sphere sites move inside: 0.1378 mV
```
